# Interface-trap density from the conductance peak of a trap continuum

## What goes wrong without the result

A metal-oxide-semiconductor capacitor with \(5.0\times10^{11}\) interface traps per cm² and eV is measured, the largest value of its conductance divided by angular frequency is read off, and that value is divided by \(0.402\,q\). For the capacitor treated below this gives \(1.3\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}\), about a quarter of the true density. The number 0.402 is right, but it was applied to the wrong conductance. If the conductance is divided by the frequency in hertz instead of the angular frequency, a further factor \(2\pi\) enters, this time upwards.

The correct rule is

\[
D=\frac{(G_p/\omega)_{\max}}{0.402\,q},
\]

where \(D\) is the trap density per area and per electronvolt, \(\omega\) is the angular frequency, and \(G_p\) is the conductance per area of the semiconductor side alone, with the oxide capacitance removed. The maximum is that of the ratio \(G_p/\omega\).

## Model and conventions

The semiconductor is n-type and in depletion. All admittances, capacitances and currents are per unit area, \(q>0\) is the elementary charge, and small signals vary as \(e^{j\omega t}\). The surface potential \(\psi\) is measured from the bulk, so raising \(\psi\) attracts electrons to the interface.

The derivation assumes that:

- traps exchange only majority electrons with the conduction band;
- these electrons are nondegenerate and stay in equilibrium with the bulk during the signal;
- the band bending is the same everywhere under the gate;
- \(D\) and the capture cross-section \(\sigma\) hardly change over several \(kT\) around the Fermi level \(E_F\);
- series resistance and leakage are absent or already removed, and no charge tunnels into traps inside the oxide.

## One trap level

Let \(f\) be the probability that a trap at energy \(E\) holds an electron. Empty traps capture at a rate proportional to the surface electron density \(n_s\), and filled traps emit at a rate \(e_n\):

\[
\frac{df}{dt}=c\,n_s(1-f)-e_n f,\qquad c=\sigma v,
\]

with \(v\) the thermal speed. The emission rate depends on the distance from the trap to the conduction-band edge at the interface. Both shift together with \(\psi\), so \(e_n\) is constant during the signal.

In equilibrium \(df/dt=0\), which fixes

\[
e_n=c\,n_{s0}\frac{1-f_0}{f_0},\qquad f_0=\frac{1}{1+e^{(E-E_F)/kT}} .
\]

Any degeneracy factor of the level is absorbed in \(E\). Now put \(n_s=n_{s0}+\delta n_s\) and \(f=f_0+\delta f\). The equilibrium terms cancel, and the product \(\delta n_s\,\delta f\) is dropped as second order:

\[
j\omega\,\delta f=c(1-f_0)\,\delta n_s-(c\,n_{s0}+e_n)\,\delta f .
\]

The bracket simplifies with the equilibrium value of \(e_n\):

\[
c\,n_{s0}+e_n=c\,n_{s0}\left(1+\frac{1-f_0}{f_0}\right)=\frac{c\,n_{s0}}{f_0}.
\]

Because the electrons follow the potential, \(n_s\propto e^{q\psi/kT}\), and therefore \(\delta n_s=n_{s0}\,q\,\delta\psi/kT\). Define the capture time

\[
\tau=\frac{1}{c\,n_{s0}}=\frac{1}{\sigma v n_{s0}} .
\]

Multiplying the linearized equation by \(f_0\tau\) gives

\[
\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,\frac{q\,\delta\psi}{kT}.
\]

The level relaxes with time \(\tau f_0\). Levels well below \(E_F\) have \(f_0\approx1\) and relax in \(\tau\). Levels above \(E_F\) relax faster, because they emit quickly. The factor \(f_0(1-f_0)\) restricts the response to a few \(kT\) around \(E_F\).

## Why the traps are a parallel branch

The gate charge is opposite to the total charge in the semiconductor and its traps. When \(\psi\) rises by \(\delta\psi\), the positive depletion charge changes by \(-C_D\,\delta\psi\), where \(C_D\) is the depletion capacitance. The charge of \(N\) traps per area changes by \(-qN\,\delta f\), whether they are donors or acceptors. The gate current is therefore

\[
\delta J=j\omega C_D\,\delta\psi+j\omega qN\,\delta f .
\]

Both terms are driven by the same \(\delta\psi\), so their admittances add. The trap part is

\[
Y_N=\frac{j\omega C_N}{1+j\omega\tau f_0},\qquad C_N=\frac{q^2N}{kT}f_0(1-f_0).
\]

With \(y=\omega\tau f_0\), its real part obeys

\[
\frac{\mathrm{Re}\,Y_N}{\omega}=C_N\,\mathrm{Re}\,\frac{j(1-jy)}{1+y^2}=C_N\frac{y}{1+y^2}.
\]

The derivative of \(y/(1+y^2)\) is \((1-y^2)/(1+y^2)^2\), so the maximum is \(C_N/2\) at \(y=1\). A single level thus has the factor 0.5. The loss vanishes at low frequency because the occupancy follows without delay, and \(G/\omega\) vanishes at high frequency because the occupancy can no longer follow.

## The continuum

Replace \(N\) by \(D_J\,dE\), where \(D_J\) is the density per area and per joule, and sum over energy:

\[
Y_{it}=j\omega q^2D_J\int\frac{f_0(1-f_0)}{kT}\,\frac{dE}{1+j\omega\tau f_0}.
\]

Differentiating the Fermi function gives \(df_0/dE=-f_0(1-f_0)/kT\). The occupancy itself can therefore serve as the integration variable. It falls from 1 to 0 as \(E\) rises, and the minus sign reverses the limits:

\[
Y_{it}=j\omega q^2D_J\int_0^1\frac{df_0}{1+j\omega\tau f_0}
=\frac{q^2D_J}{\tau}\ln(1+j\omega\tau).
\]

Extending the energy integral beyond the band edges is harmless when \(E_F\) lies many \(kT\) from them and \(\omega\tau\) is not extremely large.

Write \(x=\omega\tau\). Since \(1+jx\) has modulus \(\sqrt{1+x^2}\) and argument \(\arctan x\),

\[
\ln(1+jx)=\tfrac12\ln(1+x^2)+j\arctan x .
\]

Setting \(Y_{it}=G_p+j\omega C_{it}\) and dividing by \(\omega=x/\tau\),

\[
\frac{G_p}{\omega}=q^2D_J\frac{\ln(1+x^2)}{2x},\qquad
C_{it}=q^2D_J\frac{\arctan x}{x}.
\]

These formulas were tested against a time-domain solution of the rate equation before linearization, driven by a small sinusoidal potential. At \(x=2\) both give \(G_p/\omega=0.40236\,q^2D_J\).

For \(x\ll1\), \(\ln(1+x^2)\approx x^2\), so \(G_p/\omega\approx q^2D_J\,x/2\), while \(C_{it}\) tends to its static value \(q^2D_J\). For \(x\gg1\), \(G_p/\omega\approx q^2D_J\,(\ln x)/x\). This falls more slowly than the \(1/y\) of a single level, because the fast levels above \(E_F\) still respond. At \(x=10\), about five times the peak frequency, the continuum retains \(0.231/0.402=57\%\) of its maximum. A single level at the same multiple, \(y=5.05\), retains \(2y/(1+y^2)=38\%\).

## The maximum and the number 0.402

Let \(g(x)=\ln(1+x^2)/(2x)\). Its derivative is

\[
g'(x)=\frac{1}{2x^2}\left[\frac{2x^2}{1+x^2}-\ln(1+x^2)\right].
\]

With \(u=1+x^2\) the bracket becomes \(h(u)=2-2/u-\ln u\). It starts at \(h(1)=0\), and

\[
h'(u)=\frac{2}{u^2}-\frac1u=\frac{2-u}{u^2}.
\]

So \(h\) rises up to \(u=2\) and then falls without limit. It crosses zero once for \(u>1\), from positive to negative, and \(g\) has a single maximum there.

To find the root, write \(\ln u=2-2/u\) and set \(w=-2/u\). Then \(u=e^{2+w}\), and \(wu=-2\) becomes

\[
w\,e^{w}=-2e^{-2}.
\]

One solution is \(w=-2\), which is the starting point \(u=1\). The other is the principal branch of the Lambert function, \(w=W_0(-2e^{-2})\). It gives

\[
u=-\frac{2}{W_0(-2e^{-2})}=4.922,\qquad x_m=\sqrt{u-1}=1.980 .
\]

At the maximum \(\ln u=2x_m^2/u\), so the height is

\[
g(x_m)=\frac{1}{2x_m}\,\frac{2x_m^2}{u}=\frac{x_m}{u}=\frac{1.980}{4.922}=0.402 .
\]

The conductance alone, \(G_p=(q^2D_J/2\tau)\ln(1+\omega^2\tau^2)\), increases with \(\omega\) throughout. A search for a peak in \(G_p\) finds none within this model.

One electronvolt is \(q\) joules when \(q\) is taken as a number in coulombs. A density per electronvolt is therefore \(D=qD_J\), and \(q^2D_J=qD\). This is why the working rule contains one factor of \(q\):

\[
\left(\frac{G_p}{\omega}\right)_{\max}=0.402\,qD .
\]

## Removing the oxide

The instrument reports \(Y_m=G_m+j\omega C_m\) for the oxide capacitance \(C_{ox}\) in series with the semiconductor branch \(Y_s=G_p+j\omega(C_D+C_{it})\). Impedances in series add, so

\[
\frac1{Y_s}=\frac1{Y_m}-\frac1{j\omega C_{ox}}
\quad\Rightarrow\quad
Y_s=\frac{j\omega C_{ox}\,(G_m+j\omega C_m)}{-G_m+j\omega(C_{ox}-C_m)} .
\]

Multiply numerator and denominator by \(-G_m-j\omega(C_{ox}-C_m)\). The denominator becomes \(G_m^2+\omega^2(C_{ox}-C_m)^2\). The real part of the numerator is

\[
\omega^2C_{ox}C_mG_m+\omega^2C_{ox}G_m(C_{ox}-C_m)=\omega^2C_{ox}^2G_m .
\]

Dividing by \(\omega\),

\[
\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.
\]

The reverse relation shows what the raw data do. Put \(a=G_p/\omega\) and \(C_p=C_D+C_{it}\). Then

\[
\frac{G_m}{\omega}=\mathrm{Re}\,\frac{jC_{ox}(a+jC_p)}{a+j(C_{ox}+C_p)}
=\frac{C_{ox}^2\,a}{a^2+(C_{ox}+C_p)^2}.
\]

The raw ratio is smaller than \(a\), since the denominator exceeds \(C_{ox}^2\). Its peak also lies at a higher frequency. At the true peak \(a\) is stationary, but \(C_{it}\) is still falling with frequency, so the denominator shrinks and \(G_m/\omega\) is still rising.

When \(C_{it}\) at the frequency considered is much larger than \(C_{ox}\) and \(C_D\), both \(a\) and \(C_p\) are proportional to \(D\), and the raw ratio at fixed \(x\) falls as \(1/D\). At a fixed frequency, a more defective interface then shows a smaller raw signal. The raw peak does not follow this rule, because it moves to higher frequency as \(D\) grows.

## Working procedure

1. Bias the capacitor in depletion and measure \(G_m\) and \(C_m\) over frequency, with series resistance removed.
2. Convert each point to \(G_p/\omega\), using \(\omega=2\pi f\) and \(C_{ox}\) per area.
3. Locate the maximum, and check that points on both sides of it are lower.
4. Compute \(D=(G_p/\omega)_{\max}/(0.402\,q)\) and \(\tau=1.98/\omega_{\max}\).
5. Assign \(D\) to the position of \(E_F\) at the interface for that bias. If \(n_s\) is known, \(\sigma=1/(\tau v n_s)\).

The last step is delicate. Since \(n_s=N_c\,e^{-(E_c-E_F)/kT}\), with \(N_c\) the effective density of states of the conduction band and \(E_c\) its edge at the interface, an error of one \(kT\) in the band bending changes \(\sigma\) by a factor \(e\). It does not change the value of \(D\), only the energy assigned to it.

## Worked example

The model parameters are \(D=5\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}\), \(C_{ox}=70\) and \(C_D=30\ \mathrm{nF/cm^2}\), \(T=300\) K, \(E_c-E_F=0.35\) eV, \(\sigma=10^{-15}\ \mathrm{cm^2}\), \(v=2\times10^7\) cm/s and \(N_c=10^{19}\ \mathrm{cm^{-3}}\).

With \(kT=25.85\) meV the surface density is \(n_s=1.319\times10^{13}\ \mathrm{cm^{-3}}\), and

\[
\tau=\frac{1}{10^{-15}\cdot2\times10^{7}\cdot1.319\times10^{13}}\ \mathrm{s}=3.79\ \mathrm{\mu s}.
\]

The peak is expected at \(1.980/(2\pi\cdot3.79\ \mathrm{\mu s})=83.1\) kHz. There the simulated instrument reads \(G_m=3.758\ \mathrm{mS/cm^2}\) and \(C_m=37.72\ \mathrm{nF/cm^2}\). With \(\omega=5.224\times10^5\) rad/s, \(G_m/\omega=7.19\ \mathrm{nF/cm^2}\). Dividing numerator and denominator of the oxide correction by \(\omega^2\),

\[
\frac{G_p}{\omega}=\frac{70^2\cdot7.19}{7.19^2+(70-37.72)^2}\ \mathrm{nF/cm^2}=32.2\ \mathrm{nF/cm^2}.
\]

The density follows:

\[
D=\frac{32.2\times10^{-9}}{0.402\cdot1.602\times10^{-19}}\ \mathrm{cm^{-2}\,eV^{-1}}=5.0\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}.
\]

In SI units per area this is \(5.0\times10^{15}\ \mathrm{m^{-2}\,eV^{-1}}\). The capture time and cross-section are recovered as well.

The corrected ratio is 9.28 nF/cm² at 10 kHz and 10.67 nF/cm² at 1 MHz, so the peak is well bracketed. The raw ratio peaks at 8.27 nF/cm² and 177 kHz, which produces the false density of the opening paragraph.

The result is sensitive to \(C_{ox}\). Let \(r=G_m/\omega\) and \(b=C_{ox}-C_m\). Differentiating \(\ln[C_{ox}^2r/(r^2+b^2)]\) at fixed readings,

\[
\frac{d\ln(G_p/\omega)}{d\ln C_{ox}}=2-\frac{2bC_{ox}}{r^2+b^2}
=2-\frac{2\cdot32.28\cdot70}{1094}=-2.1 .
\]

An oxide capacitance taken 1% too large lowers \(D\) by about 2% here.

## When the density varies with energy

Let \(D\propto e^{(E-E_F)/E_0}\). The table gives the extracted density relative to its value at \(E_F\), at 300 K.

| \(E_0\) (eV) | ratio |
|---|---|
| 1.0 | 0.992 |
| −1.0 | 1.010 |
| 0.1 | 0.996 |
| −0.1 | 1.212 |

A gentle slope costs about 1%. The steep upward slope seems harmless, but this is a cancellation, and it concerns the height only: a steep slope also moves the peak away from \(x=1.98\), which falsifies \(\tau\) and \(\sigma\). Split the two steep cases into a part that changes sign with the slope, \((0.996-1.212)/2=-0.108\), and a part that does not, \((0.996+1.212)/2-1=+0.104\). They cancel for one sign and add for the other.

The signs can be understood. At the peak, a level contributes to the loss with weight \(p(f_0)\propto f_0/(1+x_m^2f_0^2)\) per interval of \(f_0\). Comparing levels equally far below and above \(E_F\), the difference \(p(f_0)-p(1-f_0)\) has the sign of

\[
(2f_0-1)\left[1-x_m^2f_0(1-f_0)\right].
\]

Since \(f_0(1-f_0)\le1/4\) and \(x_m^2/4=0.98\), the square bracket is positive. Levels below \(E_F\) weigh more, so a density rising with energy is underestimated to first order. The even part is positive because the mean of \(e^{s}\) and \(e^{-s}\) is at least 1.

## When the band bending is uneven

Fixed charge in the oxide can make \(\psi\) vary across the gate. Since \(\tau\propto1/n_s\propto e^{-q\psi/kT}\), each patch then peaks at its own frequency. If \(C_{ox}\) is large enough for the semiconductor branches simply to average, the averaged \(G_p/\omega\) cannot exceed the common maximum \(0.402\,qD\), and it stays below it when the peaks do not coincide.

For the finite \(C_{ox}\) of the example, the whole stack was computed as parallel columns, each with its own oxide (a picture valid for patches wide compared with the oxide thickness and the depletion width), with a Gaussian spread of \(\psi\) and, for simplicity, the same \(C_D\) in every column. A standard deviation of \(kT/q\) gives \(4.1\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}\), which is 82% of the true density, and \(2kT/q\) gives 60%. The factor 0.402 therefore underestimates \(D\) in these cases. The peak position shifts as well, so \(\tau=1.98/\omega_{\max}\) no longer holds. A peak clearly broader than \(\ln(1+x^2)/(2x)\) is a warning that the uniform model does not apply; if uneven band bending is the cause, the curve can be fitted with the spread as an additional parameter.

## What a wide gap hides

Setting \(2\pi f\tau=x_m\) and inserting \(n_s\) gives the depth whose peak falls at frequency \(f\):

\[
E_c-E_F=kT\ln\frac{x_m\sigma vN_c}{2\pi f}.
\]

A frequency range of three decades covers a depth of only \(kT\ln1000\), or 0.18 eV at 300 K. With the example's parameters, 1 MHz to 1 kHz corresponds to 0.29 to 0.46 eV below \(E_c\).

At 600 K, with \(\sigma\) unchanged, \(N_c\propto T^{3/2}\) and \(v\propto T^{1/2}\), the window is 0.64 to 1.00 eV. The two windows do not meet, so within this frequency range intermediate temperatures are needed to cover the energies between them.

In the middle of a 3.2 eV gap, 1.6 eV deep, the electron capture time at 300 K is \(3.8\times10^{15}\) s, about \(10^8\) years. Exchange of holes, which the model omits, is comparably slow there for a similar cross-section, so the figure is an order of magnitude for purely thermal exchange in the dark. Such traps give no observable peak, and after a change of bias that brings \(E_F\) down to their level they do not reach, within any measurement, the equilibrium occupancy \(f_0\) on which the derivation rests. A low density found at room temperature is thus a statement about the shallow window alone. The numerical output below lists the values used here.

## Calculated quantities

```
Time-domain check, in units of q^2 D:
 omega*tau= 0.3: G_p/omega sim 0.14363 formula 0.14363; C_it sim 0.97152 formula 0.97152
 omega*tau= 2.0: G_p/omega sim 0.40236 formula 0.40236; C_it sim 0.55358 formula 0.55357
 omega*tau=10.0: G_p/omega sim 0.23076 formula 0.23076; C_it sim 0.14711 formula 0.14711
u = 1+x^2 at the peak: 4.92155
omega*tau at the peak: 1.98029
peak of G_p/omega over q^2 D: 0.40237
single level, peak loss over static capacitance: 0.5000
input D: 5.000e+11 cm^-2 eV^-1
input C_ox: 70.0 nF/cm^2; C_D: 30.0 nF/cm^2
T: 300 K; kT: 25.852 meV; E_c-E_F: 0.35 eV
input sigma: 1.00e-15 cm^2; v: 2.00e+07 cm/s
N_c: 1.00e+19 cm^-3; n_s: 1.3190e+13 cm^-3
capture time tau: 3.7906 us
q D (D per eV): 80.109 nF/cm^2
Simulated measurement (G_m in mS/cm^2, others in nF/cm^2):
 f=   10.00 kHz: G_m=0.0893 C_m=42.645 G_p/omega=9.279
 f=   83.15 kHz: G_m=3.7581 C_m=37.723 G_p/omega=32.233
 f= 1000.00 kHz: G_m=29.4036 C_m=23.871 G_p/omega=10.667
peak frequency: 83.15 kHz
peak angular frequency: 5.2242e+05 rad/s
peak G_p/omega: 32.233 nF/cm^2
extracted D: 5.0000e+11 cm^-2 eV^-1
extracted tau: 3.7906 us
extracted sigma: 1.0000e-15 cm^2
raw G_m/omega peak: 8.270 nF/cm^2 at 177.20 kHz
D wrongly taken from raw peak: 1.283e+11 cm^-2 eV^-1
D proportional to exp((E-E_F)/E_0):
 E_0=  0.1 eV: extracted D over D(E_F) = 0.9960
 E_0= -0.1 eV: extracted D over D(E_F) = 1.2121
 E_0=  1.0 eV: extracted D over D(E_F) = 0.9915
 E_0= -1.0 eV: extracted D over D(E_F) = 1.0104
Gaussian band-bending patches:
 spread 1 kT/q: extracted D = 4.112e+11 cm^-2 eV^-1 (0.822 of input)
 spread 2 kT/q: extracted D = 3.009e+11 cm^-2 eV^-1 (0.602 of input)
Depth below E_c with peak between 1 MHz and 1 kHz:
 T=300 K: 0.286 to 0.464 eV
 T=600 K: 0.643 to 1.000 eV
capture time for E_c-E_F = 1.6 eV at 300 K: 3.78e+15 s
```
